The 2n+1 rule for Douglas–Kroll–Hess Hamiltonians: proof, sharpness and parametrization, part 1

(Sections cited here and not found follow in the second part.)

## First half: the rule and its proof

Take a Hamiltonian with one positive-energy state and one negative-energy state. With σz = diag(1, −1) and σx the matrix with 1 in both off-diagonal places, let

H(λ) = (ε + λu) σz + λo σx,   ε > 0, u and o real.

The term εσz is the unperturbed Hamiltonian, λuσz is a perturbation that leaves the two states uncoupled, and λoσx couples them. A multiple of the unit matrix could be added; it commutes with everything and is left out. Write z = ε + λu and x = λo. Since σz² = σx² = 1 and σzσx + σxσz = 0, H² = (z² + x²)·1, and the upper eigenvalue is r = (z² + x²)^(1/2). The binomial series gives r = z + x²/(2z) − x⁴/(8z³) + …, and 1/z = 1/ε − λu/ε² + λ²u²/ε³ − …, so that

r = ε + λu + λ² o²/(2ε) − λ³ o²u/(2ε²) + λ⁴ [o²u²/(2ε³) − o⁴/(8ε³)] + …   (1)

Now rotate with U, the matrix with rows (cos θ, sin θ) and (−sin θ, cos θ). Multiplying out, U σz Uᵀ = cos 2θ σz − sin 2θ σx and U σx Uᵀ = sin 2θ σz + cos 2θ σx, so U H Uᵀ = z′σz + x′σx with

z′ = z cos 2θ + x sin 2θ,   x′ = −z sin 2θ + x cos 2θ.   (2)

Choose the angle to remove the coupling at first order in λ. To that order x′ = −2εθ + λo, which vanishes for 2θ = λτ with τ = o/ε. Insert the series of the cosine and the sine:

z′ = (ε + λu)(1 − λ²τ²/2 + λ⁴τ⁴/24) + λo(λτ − λ³τ³/6) + …

With ετ = o, the second-order term is −oτ/2 + oτ = o²/(2ε), the third-order term is −uτ²/2 = −o²u/(2ε²), and the fourth-order term is oτ³/24 − oτ³/6 = −o⁴/(8ε³). Comparison with (1) shows that an angle fixed by a first-order condition has produced the diagonal element correctly through third order, and that at fourth order o²u²/(2ε³) is missing. The reason is visible in (2). The rotation keeps z′² + x′² = r², so r = z′ + x′²/(2z′) − …, and the error of the diagonal element is quadratic in the coupling that is left. That coupling is x′ = −λ²uτ + O(λ³) = −λ²uo/ε + O(λ³), and x′²/(2ε) = λ⁴u²o²/(2ε³) is the missing term. If further rotations reduce the coupling to order λ^(n+1), the diagonal element is right through order 2n+1. For u = 0 the second-order coupling vanishes and the fourth order is already right; the count 2n+1 is then exceeded.

The Douglas–Kroll–Hess (DKH) method is this procedure for the Dirac Hamiltonian, with matrices that do not commute in place of u, o and θ. Hartree atomic units are used, c is the speed of light, and the energy includes the rest energy: the one-electron operator is βc² + cα·p + V with a scalar potential V. The proof is made in a finite basis, where every operator is a bounded matrix. Let φ_i, i = 1…N, be orthonormal two-component functions that diagonalize p² within the chosen large-component space, ⟨φ_i|p²|φ_j⟩ = p_i² δ_ij with p_i > 0. For the small component take σ·p φ_i / p_i (restricted kinetic balance). These functions are orthonormal because (σ·p)² = p², and for the same reason the kinetic coupling is c⟨φ_i|σ·p σ·p|φ_j⟩/p_j = c p_i δ_ij. The free Dirac matrix therefore falls into N blocks c²σz + c p_i σx, and the potential has a large–large block V_L with elements ⟨φ_i|V|φ_j⟩ and a small–small block V_S with elements ⟨σ·pφ_i|V|σ·pφ_j⟩/(p_i p_j).

Each free block is diagonalized by the rotation (2) with cos θ = A_i and sin θ = B_i, where

E_i = (c⁴ + c²p_i²)^(1/2),   A_i = [(E_i + c²)/(2E_i)]^(1/2),   B_i = A_i c p_i/(E_i + c²).

To check this, use c²p_i² = (E_i − c²)(E_i + c²), which gives B_i² = A_i²(E_i − c²)/(E_i + c²) = (E_i − c²)/(2E_i). Then A_i² + B_i² = 1, cos 2θ = A_i² − B_i² = c²/E_i and sin 2θ = 2A_iB_i = c p_i/E_i, and (2) yields z′ = (c⁴ + c²p_i²)/E_i = E_i and x′ = (−c²·cp_i + cp_i·c²)/E_i = 0. This is the free-particle Foldy–Wouthuysen step. With A, B and E the diagonal N×N matrices of these numbers, the transformation U₀ has block rows (A, B) and (−B, A), and block multiplication of U₀ diag(V_L, V_S) U₀ᵀ gives the upper-left block AV_LA + BV_SB, the lower-right block BV_LB + AV_SA, and the upper-right block −AV_LB + BV_SA. Scaling the potential by a counting parameter λ, the starting point is

H⁽⁰⁾(λ) = E₀ + λ(E₁ + O₁),   E₀ = diag(E, −E),   (3)

where E₁ holds the two diagonal blocks of the potential and O₁ the two off-diagonal ones. The proof uses two properties of (3): E₀ is diagonal with entries ε_i equal to +E_i in the upper block and −E_i in the lower one, all E_i > 0, and E₁ + O₁ is Hermitian.

Let β = diag(1, −1) in blocks. A matrix M is even if βMβ = M (block diagonal) and odd if βMβ = −M (off-diagonal blocks alone). Any M splits uniquely into the even part (M + βMβ)/2 and the odd part (M − βMβ)/2. Because β² = 1, β(MM′)β = (βMβ)(βM′β), so parities multiply: even·even and odd·odd are even, even·odd is odd. Powers of λ add in a product. These two rules of counting carry the whole argument.

The DKH sequence is

H⁽ᵏ⁾ = U_k H⁽ᵏ⁻¹⁾ U_k†,   U_k = f_k(λᵏW_k) = Σ_j a_{k,j} λ^(kj) W_kʲ,   k = 1, 2, …   (4)

with W_k an odd, anti-Hermitian matrix independent of λ, and f_k(x) a power series with real coefficients, the parametrization of step k. For real λ and real coefficients, W_k† = −W_k gives U_k† = f_k(−λᵏW_k), and U_kU_k† = 1 holds order by order in λ for every such W_k, and as a matrix identity wherever the series converges, if

f_k(x) f_k(−x) = 1.   (5)

The constant term of (5) is a₀² = 1, and a₀ = 1 is taken so that U_k tends to the identity. The coefficient of x is a₀(−a₁) + a₁a₀ = 0 for any a₁. A nonzero a₁ can be absorbed by rescaling W_k, so a₁ = 1 is taken. The coefficient of x² is 2a₀a₂ − a₁² = 0, so

a_{k,0} = a_{k,1} = 1,   a_{k,2} = 1/2   (6)

for every admissible f_k. Each H⁽ᵏ⁾ is a power series in λ, written H⁽ᵏ⁾ = Σ_m λᵐ (E_m⁽ᵏ⁾ + O_m⁽ᵏ⁾) with even parts E_m⁽ᵏ⁾ and odd parts O_m⁽ᵏ⁾. Each coefficient is a finite sum of products, since every factor W_k raises the order by k ≥ 1. Each coefficient is Hermitian, since H⁽ᵏ⁾ is Hermitian for real λ, and so are its even and odd parts, since β is Hermitian. The statements of this half concern these coefficients and need no assumption on convergence. The generator is fixed by

[W_k, E₀] = −O_k⁽ᵏ⁻¹⁾.   (7)

Equation (7) has one odd solution. Its element (i, j) reads (W_k)_ij (ε_j − ε_i) = −(O_k)_ij, so

(W_k)_ij = (O_k)_ij/(ε_i − ε_j)

for i and j in different blocks, where |ε_i − ε_j| = E_i + E_j ≥ 2c² cannot vanish. In block form, let O_k have the upper-right block o and, being Hermitian, the lower-left block o†. The upper-right block of W_k is w with

w_ij = o_ij/(E_i + E_j),   (8)

and the lower-left element (j, i) is (o†)_ji/(−E_j − E_i) = −w_ij*, so the lower-left block is −w† and W_k is anti-Hermitian, as (4) requires. Equation (7) alone would allow adding to W_k an even matrix that commutes with E₀; the demand that W_k be odd excludes it. In the 2×2 case (8) gives w = o/(2ε), and exp(λW₁) is the rotation by θ = λo/(2ε) used above. The gap between the two branches is what makes (8) possible: if some E_i + E_j vanished, (7) would have no solution for a nonzero o_ij.

Consider one transformation with a general generator W of order q, U = f(λ^q W), acting on a series H = Σ λᵐH_m with H₀ = E₀. Multiplying out U H U† and removing the term i = j = 0, which is H itself,

U H U† − H = Σ_{i+j≥1} Σ_m a_i a_j (−1)ʲ λ^(q(i+j)+m) Wⁱ H_m Wʲ.   (9)

The factor (−1)ʲ comes from U† = f(−λ^qW). The lowest order in (9) is q, reached for m = 0 and i + j = 1, where the two terms give WE₀ − E₀W = [W, E₀]. Applied to step k this shows that U_k changes nothing below order k and adds [W_k, E₀] at order k. This commutator is odd, and by (7) it cancels O_k⁽ᵏ⁻¹⁾.

It follows by induction that H⁽ⁿ⁾ has no odd terms through order n. For n = 0 this holds because E₀ is even. If O_m⁽ⁿ⁻¹⁾ = 0 for m ≤ n − 1, then U_n leaves these orders as they are and removes the odd term of order n. Hence

odd part of H⁽ⁿ⁾ = λ^(n+1) O_{n+1}⁽ⁿ⁾ + higher orders.   (10)

The statement that U_k changes nothing below order k would by itself guarantee the even terms of H⁽ⁿ⁾ through order n. Parity gives more. Suppose that the odd part of H begins at order p ≥ 1, and that W is any odd anti-Hermitian matrix of order q, not necessarily a solution of (7). Split H_m in (9) into E_m + O_m. The product Wⁱ E_m Wʲ has parity (−1)^(i+j), and Wⁱ O_m Wʲ has parity (−1)^(i+j+1). An even term therefore arises in two ways. Either i + j is odd and the middle factor is O_m; then i + j ≥ 1 and m ≥ p, so the order is at least q + p. Or i + j is even and the middle factor is E_m; then i + j ≥ 2, because i + j = 0 has been removed, and m ≥ 0, so the order is at least 2q. This is the lemma:

the even part of U H U† equals the even part of H at all orders below min(p + q, 2q).   (11)

The remaining products, such as λ^(q+m)[W, E_m], are odd and feed the odd part alone.

Apply (11) to step m of the DKH sequence. By (10), H⁽ᵐ⁻¹⁾ has p ≥ m, and the generator has q = m, so U_m leaves the even terms untouched below order 2m. Every step after the n-th has m ≥ n + 1 and 2m ≥ 2n + 2. Chaining the steps n + 1, …, m gives the rule:

E_k⁽ᵐ⁾ = E_k⁽ⁿ⁾   for all m ≥ n and all k ≤ 2n + 1.   (12)

The common value is written E_k without a superscript. It is the term of order k of the decoupled Hamiltonian, and it can be read from H⁽ⁿ⁾ = U_n…U₁ H⁽⁰⁾ U₁†…U_n†. By repeated use of (9), it is a sum of products of W₁, …, W_n with one factor E₀, E₁ or O₁, whose coefficients contain those a_{l,j} with lj ≤ k ≤ 2n + 1, since a_{l,j} comes with λ^(lj). The sentence that W₁…W_n determine the even Hamiltonian through order 2n+1 is to be read in this sense: given the potential, E₀ and the parametrization, no generator beyond W_n enters. The DKH Hamiltonian of order K is the upper block of E₀ + λE₁ + … + λᴷE_K, and it needs n generators with 2n + 1 ≥ K, that is n = ⌊K/2⌋. First order needs none, second and third order need W₁, fourth and fifth need W₁ and W₂.

The rule has the structure of Wigner's 2n+1 theorem of perturbation theory. H⁽ⁿ⁾ is block diagonal up to order λ^(n+1), and the even part responds to a further odd rotation first through terms quadratic in small quantities, generator times residual coupling or generator times generator. The relation r = z′ + x′²/(2z′) of the opening is the scalar form of this.

The bound 2n+1 cannot be raised in general. Put m = n + 1, W = W_m and O = O_m⁽ⁿ⁾, and collect from (9) the even terms of order 2m. The case i + j = 1 with middle factor O gives WO − OW = [W, O]. The case i + j = 2 with middle factor E₀ gives a₂W²E₀ − a₁²WE₀W + a₂E₀W², which by (6) is ½(W²E₀ − 2WE₀W + E₀W²). Expanding [W, [W, E₀]] = W(WE₀ − E₀W) − (WE₀ − E₀W)W gives the same bracket, so this term is ½[W, [W, E₀]] = −½[W, O] by (7). No other combination of i, j and m reaches order 2m with even parity. The sum is

E_{2n+2}⁽ⁿ⁺¹⁾ − E_{2n+2}⁽ⁿ⁾ = ½ [W_{n+1}, O_{n+1}⁽ⁿ⁾],   (13)

in every parametrization, because (6) supplied all the coefficients used. Later steps start at order 2n + 4, so the left-hand side is also the difference between the final E_{2n+2} and its value after n steps.

In blocks, the upper-left block of WO is wo† and that of OW is o(−w†), so the upper block of (13) is ½(wo† + ow†). Its diagonal element follows from (8):

½ Σ_j (w_ij o_ij* + o_ij w_ij*) = Σ_j |o_ij|²/(E_i + E_j) ≥ 0.   (14)

If O_{n+1}⁽ⁿ⁾ is not zero, some o_ij is not zero, the diagonal element i is positive and so is the trace; (13) then does not vanish. If O_{n+1}⁽ⁿ⁾ = 0, then W_{n+1} = 0 and the n-step result is final through order 2n + 3, as happened at fourth order for u = 0 in the opening. Expression (14) has the form of second-order perturbation theory for the free state i, pushed up by the negative-energy states that lie E_i + E_j below it; for N = 1 it is x′²/(2ε). The sign is established for the diagonal elements in the eigenbasis of E₀ and for the trace, not for the expectation value in an arbitrary state. From (8), o = Ew + wE, and since E is real and diagonal, o† = w†E + Ew†. Then wo† = ww†E + wEw† and ow† = Eww† + wEw†, so

½(wo† + ow†) = wEw† + ½(ww†E + Eww†).

The first term is positive semidefinite. The second is a symmetrized product of two positive matrices that need not commute, and this form assigns it no sign.

The size of these terms in a fixed basis, in the limit c → ∞ where every p_i ≪ c, follows from A_i → 1, B_i → p_i/(2c) and E_i + E_j → 2c². The block −AV_LB + BV_SA of O₁ is then of order 1/c, W₁ is of order 1/c³ by (8), and the term (13) for n = 0, which is the whole of E₂, is of order 1/c⁴. Basis functions with p_i comparable to c or larger, such as the tight Gaussians of the worked example below, are outside this estimate.

Both hypotheses of the rule (12), odd generators and the elimination condition (7), are needed. Take first oddness. Let R be an even anti-Hermitian matrix and apply f(λ^(n+1)R) to H⁽ⁿ⁾. The lowest term of (9) is λ^(n+1)[R, E₀], now even, with elements R_ij(ε_j − ε_i), which is nonzero whenever R connects two states of one block with different E_i. The even part then changes at order n + 1. Such a transformation is unitary and mixes no positive-energy with negative-energy states, so it is a legitimate change of representation within the upper block; the rule refers to the representation produced by odd generators in a fixed parametrization.

Take next the elimination condition (7). Replace W_n by W_n/2 in step n. The odd term of order n becomes O_n + ½[W_n, E₀] = ½O_n, with O_n = O_n⁽ⁿ⁻¹⁾, so p = n in place of n + 1. A following odd generator R of order q = n + 1 has min(p + q, 2q) = 2n + 1, and the term of (9) at that order is

λ^(2n+1) [R, ½O_n],   (15)

from i + j = 1; the terms quadratic in R start at 2n + 2. The last order claimed in (12) is then open to change by the next step. When (7) is met for the steps 1…n, on the other hand, the lemma asks nothing of the next generator but oddness and order n + 1: an arbitrary odd R, unrelated to the elimination condition, leaves the even terms through 2n + 1 unchanged. An error in W_{n+1} that leaves it odd therefore cannot spoil these terms.

This part has proved that, with odd generators fixed by the elimination condition (7), W₁…W_n determine the even terms through order 2n + 1, and that this bound cannot be raised in general. What remains is to write out the terms through fifth order, examine their dependence on the parametrization and the resulting eigenvalue errors, and test the results on a model and on the 1s₁/₂ level of Hg⁷⁹⁺.
